# Minimum Peak Field in a Coaxial DRAM Capacitor: verification in Python

```python
"""Result under test: for long coaxial electrodes with fixed outer radius b and
fixed voltage V, the peak field in a uniform linear dielectric is smallest at
b/a = e, where it equals e*V/b.
Symbols: a = inner radius, b = outer radius (nm), V = voltage (V),
kappa = relative permittivity, height = pillar height (nm).
Fields are held in V/nm and printed in MV/cm (1 V/nm = 10 MV/cm).
Material parameters are rough typical values for a zirconia-like DRAM cell.
"""
import numpy as np
import scipy.constants as sc
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import spsolve
from scipy.special import ive, kve

b, V, kappa, height = 15.0, 0.5, 40.0, 1000.0
MV = 10.0  # MV/cm per V/nm


def minimise(function, low, high):
    result = minimize_scalar(function, bounds=(low, high), method="bounded",
                             options={"xatol": 1e-8})
    assert result.success
    return result.x, result.fun


# Chebyshev collocation matrix on [-1, 1]
n = 48
nodes = np.cos(np.pi * np.arange(n + 1) / n)
weights = np.ones(n + 1)
weights[[0, -1]] = 2.0
weights *= (-1.0) ** np.arange(n + 1)
difference = nodes[:, None] - nodes[None, :]
cheb = np.outer(weights, 1 / weights) / (difference + np.eye(n + 1))
cheb -= np.diag(cheb.sum(axis=1))


def solve_radial(a, outer):
    """Solve phi'' + phi'/r = 0 numerically; return radii and field."""
    r = (a + outer) / 2 + (outer - a) / 2 * nodes
    derivative = cheb * 2 / (outer - a)
    matrix = derivative @ derivative + derivative / r[:, None]
    rhs = np.zeros(n + 1)
    matrix[0], matrix[-1] = 0.0, 0.0
    matrix[0, 0], matrix[-1, -1] = 1.0, 1.0
    rhs[-1] = V
    return r, -derivative @ np.linalg.solve(matrix, rhs)


def numerical_peak(a, outer=b):
    return np.max(np.abs(solve_radial(a, outer)[1]))


def formula_peak(a):
    return V / (a * np.log(b / a))


def capacitance_fF(a):
    return 2 * np.pi * sc.epsilon_0 * kappa * height * 1e-9 / np.log(b / a) * 1e15


# Main result, from the numerical solution of the field equation
a_found, e_found = minimise(numerical_peak, 0.05 * b, 0.95 * b)
a_best, e_best = b / np.e, np.e * V / b
assert abs(b / a_found - np.e) < 1e-4
assert abs(e_found / e_best - 1) < 1e-7
for a in b * np.linspace(0.08, 0.95, 40):
    r, field = solve_radial(a, b)
    assert np.allclose(field, V / (r * np.log(b / a)), rtol=1e-6)
    assert np.argmax(field) == n  # the node on the inner electrode
    assert field.max() >= e_best * (1 - 1e-7)
    charge = 2 * np.pi * sc.epsilon_0 * kappa * b * field[0] * height * 1e-9
    assert abs(charge / V * 1e15 / capacitance_fF(a) - 1) < 1e-6

# Flatness: mean rise for s = +0.05 and -0.05, where b/a = exp(1+s)
s = 0.05
rises = [numerical_peak(b * np.exp(-1 - q)) / e_found - 1 for q in (s, -s)]
curvature = np.mean(rises) / s**2
assert abs(curvature - 0.5) < 0.01
rise_ten = [numerical_peak(b * np.exp(-1 - q)) / e_found - 1 for q in (0.1, -0.1)]

# With the inner radius fixed there is no optimum
fixed_inner = [numerical_peak(5.0, outer) for outer in (8, 12, 20, 40)]
assert np.all(np.diff(fixed_inner) < 0)


def capped_surface_field(a, nr=40, nt=40, nz=80):
    """Finite volumes: hemispherical cap joined to a coaxial cylinder."""
    edge = np.geomspace(a, b, nr + 1)
    middle = np.sqrt(edge[:-1] * edge[1:])
    points = np.concatenate(([a], middle, [b]))
    theta = np.linspace(0, np.pi / 2, nt + 1)
    dt, dz, ns = theta[1], 3 * b / nz, nt + nz
    omega = np.cos(theta[:-1]) - np.cos(theta[1:])
    radial = np.hstack((
        np.outer(1 / (1 / points[:-1] - 1 / points[1:]), omega),
        np.outer(1 / np.log(points[1:] / points[:-1]), np.full(nz, dz))))
    ring = (edge[1:]**2 - edge[:-1]**2) / 2
    along = np.hstack((
        np.outer(np.diff(edge), np.sin(theta[1:-1]) / dt),
        (ring / ((middle * dt + dz) / 2))[:, None],
        np.outer(ring, np.full(nz - 1, 1 / dz))))
    diagonal = radial[:-1] + radial[1:]
    diagonal[:, :-1] += along
    diagonal[:, 1:] += along
    side = -np.hstack((along, np.zeros((nr, 1)))).ravel()[:-1]
    across = -radial[1:-1].ravel()
    matrix = sp.diags([diagonal.ravel(), side, side, across, across],
                      [0, 1, -1, ns, -ns], format="csc")
    rhs = np.zeros(nr * ns)
    rhs[:ns] = radial[0] * V
    phi = spsolve(matrix, rhs)
    area = np.concatenate((a**2 * omega, np.full(nz, a * dz)))
    return radial[0] * (V - phi[:ns]) / area


cap = capped_surface_field(a_best)
cap_fine = capped_surface_field(a_best, 80, 80, 160)
sphere_field = V * b / (a_best * (b - a_best))
assert abs(cap.max() / cap_fine.max() - 1) < 0.01
assert abs(cap[-1] / e_best - 1) < 2e-3
assert abs(cap[0] / cap.max() - 1) < 2e-3
assert abs(cap[0] / sphere_field - 1) < 0.03
a_cap, e_cap = minimise(lambda a: capped_surface_field(a).max(), 0.3 * b, 0.7 * b)
assert abs(b / a_cap - 2) < 0.15 and abs(e_cap / (4 * V / b) - 1) < 0.03

# Screening in the electrodes, solved with cylindrical Bessel functions
screen = 0.05  # nm, rough metallic screening length


def screened_peak(a):
    inner = ive(0, a / screen) / ive(1, a / screen)
    outer = kve(0, b / screen) / kve(1, b / screen)
    return V / (a * np.log(b / a) + kappa * screen * (inner + outer * a / b))


a_screen, e_screen = minimise(screened_peak, 0.1 * b, 0.9 * b)
t = kappa * screen
assert abs(b / a_screen / np.exp(1 - t / b) - 1) < 0.005
assert abs(e_screen * (b * np.exp(t / b - 1) + t) / V - 1) < 0.005
screen_factor = screened_peak(a_best) / e_best

# Inner electrode off centre: exact potential from a pair of inverse points
shift = 1.0
total = (a_best**2 + shift**2 - b**2) / shift
root = np.sqrt(total**2 - 4 * a_best**2)
p, q = (total + root) / 2, (total - root) / 2
circle = np.exp(1j * np.linspace(0, 2 * np.pi, 721))
z_in, z_out = a_best * circle, shift + b * circle
u_in = np.log(np.abs((z_in - p) / (z_in - q)))
u_out = np.log(np.abs((z_out - p) / (z_out - q)))
assert np.ptp(u_in) < 1e-9 and np.ptp(u_out) < 1e-9
e_shift = np.max(np.abs(1 / (z_in - p) - 1 / (z_in - q))) * V / abs(u_out[0] - u_in[0])
assert e_shift > e_best

# Permittivity falling with field: kappa(E) = kappa/(1 + (E/E_scale)^2)
e_scale = 0.5  # V/nm, rough assumed scale


def nonlinear_peak(a, scale=e_scale):
    def local(r, k):
        g = k / r
        return 2 * g / (1 + np.sqrt(max(0.0, 1 - 4 * g**2 / scale**2)))
    k = brentq(lambda k: quad(local, a, b, args=(k,))[0] - V,
               1e-6, 0.5 * a * scale)
    return local(a, k)


assert abs(nonlinear_peak(a_best, 500.0) / e_best - 1) < 1e-5
e_nonlinear = nonlinear_peak(a_best)
a_nonlinear, _ = minimise(nonlinear_peak, 3.5, 9.0)

# Leakage over and through an ideal barrier, and breakdown margin
barrier, kappa_optical, mass, temperature = 1.2, 4.8, 0.3, 358.15
hold, breakdown = 0.064, 0.4  # s, V/nm
kT = sc.k * temperature / sc.e
richardson = 4 * np.pi * sc.m_e * sc.e * sc.k**2 / sc.h**3


def leakage(a):
    log_ratio = np.log(b / a)
    image = sc.e / (16 * np.pi * sc.epsilon_0 * kappa_optical) * 1e9
    top = minimise(lambda x: V * np.log(1 + x / a) / log_ratio + image / x, 0.1, 4.0)
    lowering = top[1]
    planar = 2 * np.sqrt(image * formula_peak(a))
    assert abs(lowering / planar - 1) < 0.1
    exponent = (barrier - lowering) / kT
    current = richardson * temperature**2 * np.exp(-exponent) * 1e-4
    wave = np.sqrt(2 * mass * sc.m_e * sc.e) / sc.hbar * 1e-9
    tunnel = 2 * wave * quad(
        lambda r: np.sqrt(barrier - V * np.log(r / a) / log_ratio), a, b)[0]
    area = 2 * np.pi * a * height * 1e-14
    lost = current * area * hold / (capacitance_fF(a) * 1e-15 * V)
    return lowering, current, exponent, tunnel, lost


print(f"Inputs: b = {b:.1f} nm, V = {V:.2f} V, kappa = {kappa:.0f}, height = {height:.0f} nm")
print(f"Numerical optimum ratio b/a = {b/a_found:.5f}; e = {np.e:.5f}")
print(f"Optimum inner radius = {a_best:.3f} nm; film thickness = {b-a_best:.3f} nm")
print(f"Smallest peak field: numerical {e_found*MV:.4f}, e*V/b {e_best*MV:.4f} MV/cm")
print(f"Field at outer electrode at optimum = {V/b*MV:.4f} MV/cm")
print(f"Side-wall capacitance at optimum = {capacitance_fF(a_best):.3f} fF")
print(f"Stored charge at optimum = {capacitance_fF(a_best)*V:.3f} fC")
print("Table: b/a, inner radius (nm), film (nm), peak field (MV/cm), capacitance (fF)")
for x in (1.2, 1.5, 2.0, np.e, 4.0, 6.0):
    a = b / x
    print(f"  {x:.3f}  {a:.3f}  {b-a:.3f}  {numerical_peak(a)*MV:.4f}  {capacitance_fF(a):.3f}")
print(f"Flatness coefficient of s^2 (numerical) = {curvature:.4f}")
print(f"Peak-field rise at s = +0.1: {100*rise_ten[0]:.3f} %; at s = -0.1: {100*rise_ten[1]:.3f} %")
print("Fixed a = 5 nm, b = 8, 12, 20, 40 nm: peak field (MV/cm) = "
      + ", ".join(f"{f*MV:.3f}" for f in fixed_inner))
print(f"Rounded top at b/a = e: tip field = {cap_fine.max()*MV:.3f} MV/cm")
print(f"  concentric-sphere estimate = {sphere_field*MV:.3f} MV/cm")
print(f"  tip field / side-wall peak = {cap_fine.max()/e_best:.3f}")
print(f"  best b/a with rounded top = {b/a_cap:.2f}; its peak field = {e_cap*MV:.3f} MV/cm")
print(f"Screening length = {screen:.2f} nm; kappa*length = {t:.2f} nm")
print(f"  field and capacitance factor at b/a = e: {screen_factor:.3f}")
print(f"  optimum b/a with screening = {b/a_screen:.3f}; formula {np.exp(1-t/b):.3f}")
print(f"  peak field at that optimum = {e_screen*MV:.3f} MV/cm")
print(f"Off-centre by {shift:.1f} nm: peak field rises by {100*(e_shift/e_best-1):.2f} %")
print(f"Field-dependent permittivity, scale {e_scale*MV:.1f} MV/cm:")
print(f"  peak field rises by {100*(e_nonlinear/e_best-1):.2f} %; optimum b/a = {b/a_nonlinear:.3f}")
print(f"Leakage inputs: barrier {barrier:.1f} eV, optical kappa {kappa_optical:.1f}, mass {mass:.1f} m_e")
print(f"  temperature {temperature:.2f} K, hold time {hold*1e3:.0f} ms")
for x in (np.e, 1.5):
    lowering, current, thermal, tunnel, lost = leakage(b / x)
    print(f"  b/a = {x:.3f}: barrier lowering {lowering:.3f} eV, thermionic {current:.2e} A/cm2")
    print(f"    exponents: thermal {thermal:.1f}, tunnelling {tunnel:.1f}; "
          f"thermionic charge loss {100*lost:.3f} %")
print(f"Rough breakdown field = {breakdown*MV:.1f} MV/cm")
print(f"  margin: side wall {breakdown/e_best:.2f}, rounded tip {breakdown/cap_fine.max():.2f}")
print("every check passed")
```

Printed output:

```
Inputs: b = 15.0 nm, V = 0.50 V, kappa = 40, height = 1000 nm
Numerical optimum ratio b/a = 2.71828; e = 2.71828
Optimum inner radius = 5.518 nm; film thickness = 9.482 nm
Smallest peak field: numerical 0.9061, e*V/b 0.9061 MV/cm
Field at outer electrode at optimum = 0.3333 MV/cm
Side-wall capacitance at optimum = 2.225 fF
Stored charge at optimum = 1.113 fC
Table: b/a, inner radius (nm), film (nm), peak field (MV/cm), capacitance (fF)
  1.200  12.500  2.500  2.1939  12.205
  1.500  10.000  5.000  1.2332  5.488
  2.000  7.500  7.500  0.9618  3.210
  2.718  5.518  9.482  0.9061  2.225
  4.000  3.750  11.250  0.9618  1.605
  6.000  2.500  12.500  1.1162  1.242
Flatness coefficient of s^2 (numerical) = 0.5009
Peak-field rise at s = +0.1: 0.470 %; at s = -0.1: 0.537 %
Fixed a = 5 nm, b = 8, 12, 20, 40 nm: peak field (MV/cm) = 2.128, 1.142, 0.721, 0.481
Rounded top at b/a = e: tip field = 1.426 MV/cm
  concentric-sphere estimate = 1.433 MV/cm
  tip field / side-wall peak = 1.574
  best b/a with rounded top = 2.01; its peak field = 1.333 MV/cm
Screening length = 0.05 nm; kappa*length = 2.00 nm
  field and capacitance factor at b/a = e: 0.668
  optimum b/a with screening = 2.383; formula 2.379
  peak field at that optimum = 0.602 MV/cm
Off-centre by 1.0 nm: peak field rises by 6.42 %
Field-dependent permittivity, scale 5.0 MV/cm:
  peak field rises by 1.95 %; optimum b/a = 2.692
Leakage inputs: barrier 1.2 eV, optical kappa 4.8, mass 0.3 m_e
  temperature 358.15 K, hold time 64 ms
  b/a = 2.718: barrier lowering 0.158 eV, thermionic 3.38e-08 A/cm2
    exponents: thermal 33.8, tunnelling 50.6; thermionic charge loss 0.067 %
  b/a = 1.500: barrier lowering 0.189 eV, thermionic 9.04e-08 A/cm2
    exponents: thermal 32.8, tunnelling 27.0; thermionic charge loss 0.133 %
Rough breakdown field = 4.0 MV/cm
  margin: side wall 4.41, rounded tip 2.81
every check passed
```
